**Transmission of the sech² barrier: exact formula, plain WKB and Kemble's form**

For V(x) = V0 sech²(x/a) the exact transmission is T = sinh²(πq)/[sinh²(πq) + cosh²(πs)], with q = ka, β = a√(2mV0)/ħ and s = √(β² − 1/4). The barrier action is θ = π(β − q); plain WKB is exp(−2θ) below the top and 1 above it, and Kemble's form is 1/(1 + exp(2θ)). The program integrates the Schrödinger equation directly and asserts that the hypergeometric wave function, its amplitudes and the closed formula for T agree with the integration, for thick and thin barriers. It also asserts the action by quadrature below and above the top, the threshold law, the thick-barrier value at the top, and the energies at which the approximations cross the exact curve. For an electron with V0 = 1 eV and a = 1 nm, the output gives T = 0.538 at the top, against 0.5 from Kemble's form and 1 from plain WKB. Over the scanned range from 0.05 to 1.3 eV, Kemble's form is the closer of the two only above about 0.917 eV. At the top its deviation from the exact value shrinks as the barrier gets thicker.

## Numerical verification

```python
"""Transmission through V(x) = V0 / cosh(x/a)^2, tested against direct integration.

Result under test: T = sinh(pi q)^2 / (sinh(pi q)^2 + cosh(pi s)^2),
q = k a, beta = a sqrt(2 m V0)/hbar, s = sqrt(beta^2 - 1/4) (may be imaginary).
Barrier action theta = pi (beta - q); plain WKB is exp(-2 theta) below the top
and 1 above it; Kemble's form is 1/(1 + exp(2 theta)) at all energies.
Lengths are in nm and energies in eV; the particle is an electron.
"""
import math
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

PI = math.pi
HB2M = const.hbar**2 / (2 * const.m_e) / const.e * 1e18   # hbar^2/(2m), eV nm^2
V0 = 1.0
A_MAIN = 1.0


def reduced(energy, a):
    beta = a * math.sqrt(V0 / HB2M)
    q = a * math.sqrt(energy / HB2M)
    return beta, q, np.sqrt(complex(beta**2 - 0.25))


def exact(energy, a):
    beta, q, s = reduced(energy, a)
    return 1 / (1 + (np.cosh(PI * s).real / math.sinh(PI * q))**2)


def two_theta(energy, a):
    beta, q, s = reduced(energy, a)
    return 2 * PI * (beta - q)


def wkb(energy, a):
    return math.exp(-max(two_theta(energy, a), 0.0))


def kemble(energy, a):
    return 1 / (1 + math.exp(two_theta(energy, a)))


def integrate(energy, a):
    """Integrate leftwards from exp(ikx); return A, B, psi(0), psi(-a)."""
    k = math.sqrt(energy / HB2M)
    end = 20 * a

    def rhs(x, y):
        return [y[1], (V0 / math.cosh(x / a)**2 - energy) / HB2M * y[0]]

    start = np.exp(1j * k * end)
    sol = solve_ivp(rhs, (end, -end), [start, 1j * k * start], method="DOP853",
                    t_eval=[0.0, -a, -end], rtol=1e-11, atol=1e-13)
    assert sol.success
    psi, dpsi = sol.y[0, -1], sol.y[1, -1]
    amp_in = 0.5 * (psi + dpsi / (1j * k)) * np.exp(1j * k * end)
    amp_ref = 0.5 * (psi - dpsi / (1j * k)) * np.exp(-1j * k * end)
    return amp_in, amp_ref, sol.y[0, 0], sol.y[0, 1]


def numeric(energy, a):
    return 1 / abs(integrate(energy, a)[0])**2


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


# Hypergeometric wave function and its amplitudes against the integrated wave
for energy, a in [(0.6, 0.3), (1.1, 0.3), (0.4, 0.05)]:
    beta, q, s = reduced(energy, a)
    iq, js = mp.mpc(0, q), mp.mpc(0, 1) * mp.mpc(s)
    p1, p2, p3 = 0.5 - iq - js, 0.5 - iq + js, 1 - iq
    A, B, psi0, psi1 = integrate(energy, a)
    for xi, psi in [(0.0, psi0), (-1.0, psi1)]:
        z = 1 / (1 + math.exp(2 * xi))
        form = (2 * mp.cosh(xi))**iq * mp.hyp2f1(p1, p2, p3, z)
        assert close(complex(form), psi, 1e-7)
    A_gamma = mp.gamma(p3) * mp.gamma(-iq) / (mp.gamma(p1) * mp.gamma(p2))
    B_gamma = (mp.gamma(p3) * mp.gamma(iq)
               / (mp.gamma(0.5 + js) * mp.gamma(0.5 - js)))
    assert close(complex(A_gamma), A, 1e-7)
    assert close(complex(B_gamma), B, 1e-7)
    assert close(abs(A)**2, 1 + abs(B)**2, 1e-7)

# Closed transmission formula, for thick and very thin barriers
for a in (0.05, 0.09, 0.3, 1.0):
    for energy in (0.1, 0.7, 1.0, 1.3):
        assert close(exact(energy, a), numeric(energy, a), 1e-6)

# Threshold law: transmission vanishes in proportion to the energy
beta, q, s = reduced(1e-5, 0.2)
assert close(numeric(1e-5, 0.2), (PI * q / np.cosh(PI * s).real)**2, 1e-3)

# Action by quadrature between real, then between imaginary turning points
for energy in (0.2, 0.8, 0.97):
    beta, q, s = reduced(energy, A_MAIN)
    turn = math.acosh(beta / q)
    area = quad(lambda t: math.sqrt(max(
        (beta / math.cosh(turn * math.sin(t)))**2 - q**2, 0.0))
        * turn * math.cos(t), -PI / 2, PI / 2)[0]
    assert close(2 * area, two_theta(energy, A_MAIN), 1e-6)
for energy in (1.05, 1.4):
    beta, q, s = reduced(energy, A_MAIN)
    turn = math.acos(beta / q)
    area = quad(lambda t: math.sqrt(max(
        q**2 - (beta / math.cos(turn * math.sin(t)))**2, 0.0))
        * turn * math.cos(t), -PI / 2, PI / 2)[0]
    assert close(-2 * area, two_theta(energy, A_MAIN), 1e-6)


# Ratio of reflection-to-transmission odds, exact over Kemble
def odds_ratio(energy, a):
    beta, q, s = reduced(energy, a)
    s = s.real
    return (math.exp(-2 * PI * (beta - s))
            * ((1 + math.exp(-2 * PI * s)) / (1 - math.exp(-2 * PI * q)))**2)


for energy, a in [(0.05, 0.3), (0.6, 0.3), (0.9, 1.0), (1.05, 1.0)]:
    _, B, _, _ = integrate(energy, a)
    measured = abs(B)**2 / math.exp(two_theta(energy, a))
    assert close(measured, odds_ratio(energy, a), 1e-6)

# Top of the barrier, deep tunnelling, and the large-beta exponent
beta, q_top, s_main = reduced(V0, A_MAIN)
s_main = s_main.real
top_numeric = numeric(V0, A_MAIN)
assert close(top_numeric - 0.5, PI / (16 * beta), 0.01)
deep_ratio = numeric(0.5, A_MAIN) / wkb(0.5, A_MAIN)
deep_formula = math.exp(2 * PI * (beta - s_main))
assert close(deep_ratio, deep_formula, 1e-3)
assert close(odds_ratio(0.9, A_MAIN), math.exp(-PI / (4 * beta)), 1e-3)

# For every beta >= 1/2: T(top) > 1/2, and a Kemble crossing exists below it
for b in np.linspace(0.5, 10, 400):
    sb = math.sqrt(max(b * b - 0.25, 0.0))
    assert math.sinh(PI * b) > math.cosh(PI * sb)
    inside = 1 - (1 + math.exp(-2 * PI * sb)) * math.exp(-PI * (b - sb))
    assert 0 < inside < 1 and -math.log(inside) / (2 * PI) < b

# Crossing with Kemble's form, checked with the integrated wave
q_star = -math.log(1 - (1 + math.exp(-2 * PI * s_main))
                   * math.exp(-PI * (beta - s_main))) / (2 * PI)
E_star = V0 * (q_star / beta)**2
assert close(numeric(E_star, A_MAIN), kemble(E_star, A_MAIN), 1e-5)

# Crossing with plain WKB and the energy where Kemble becomes the closer one
E_cross = brentq(lambda e: exact(e, A_MAIN) - wkb(e, A_MAIN), 0.6, 0.999)
action_cross = -math.log(1 - math.exp(-2 * PI * (beta - s_main)))
assert close(two_theta(E_cross, A_MAIN), action_cross, 1e-6)
assert close(numeric(E_cross, A_MAIN), wkb(E_cross, A_MAIN), 1e-6)
E_switch = brentq(lambda e: exact(e, A_MAIN)
                  - 0.5 * (wkb(e, A_MAIN) + kemble(e, A_MAIN)), 0.6, 0.999)
for energy in np.linspace(0.05, 1.3, 500):
    t = exact(energy, A_MAIN)
    kemble_closer = abs(t - kemble(energy, A_MAIN)) < abs(t - wkb(energy, A_MAIN))
    assert kemble_closer == (energy > E_switch)
for energy in (E_switch - 0.01, E_switch + 0.01):
    t = numeric(energy, A_MAIN)
    kemble_closer = abs(t - kemble(energy, A_MAIN)) < abs(t - wkb(energy, A_MAIN))
    assert kemble_closer == (energy > E_switch)

print(f"hbar^2/(2 m_e) = {HB2M:.6f} eV nm^2")
print(f"V0 = {V0:.1f} eV, a = {A_MAIN:.1f} nm")
print(f"beta = {beta:.5f}, s = {s_main:.5f} (dimensionless)")
print(f"exp(-2 pi (beta-s)) = {math.exp(-2*PI*(beta-s_main)):.5f}")
print(f"exp(-pi/(4 beta)) = {math.exp(-PI/(4*beta)):.5f}")
print("Transmission (dimensionless); E in eV; q and 2theta dimensionless")
print("E     q        2theta    exact       integrated  WKB         Kemble")
for energy in (0.5, 0.8, 0.9, 0.95, 1.0, 1.05, 1.1, 1.2):
    _, q, _ = reduced(energy, A_MAIN)
    t_num = numeric(energy, A_MAIN)
    assert close(t_num, exact(energy, A_MAIN), 1e-6)
    print(f"{energy:.2f}  {q:.5f}  {two_theta(energy, A_MAIN):8.5f}  "
          f"{exact(energy, A_MAIN):.4e}  {t_num:.4e}  "
          f"{wkb(energy, A_MAIN):.4e}  {kemble(energy, A_MAIN):.4e}")
print(f"T/T_WKB at 0.5 eV: integrated {deep_ratio:.5f}, "
      f"exp(2 pi (beta-s)) {deep_formula:.5f}")
print(f"exact = Kemble at q* = {q_star:.5f}, E = {1000*E_star:.3f} meV, "
      f"T = {exact(E_star, A_MAIN):.3e}")
print(f"exact = plain WKB at E = {E_cross:.5f} eV, 2theta = {action_cross:.5f}, "
      f"T = {exact(E_cross, A_MAIN):.5f}")
print(f"Kemble closer than WKB above E = {E_switch:.5f} eV, "
      f"2theta = {two_theta(E_switch, A_MAIN):.5f}")
print("At E = V0: a (nm), beta, exact T, 1/2 + pi/(16 beta)")
for a in (0.3, 1.0, 3.0):
    b = reduced(V0, a)[0]
    print(f"{a:.1f}  {b:.5f}  {exact(V0, a):.5f}  {0.5 + PI/(16*b):.5f}")
print("PASS")
```

Running it gives:

```
hbar^2/(2 m_e) = 0.038100 eV nm^2
V0 = 1.0 eV, a = 1.0 nm
beta = 5.12317, s = 5.09871 (dimensionless)
exp(-2 pi (beta-s)) = 0.85755
exp(-pi/(4 beta)) = 0.85787
Transmission (dimensionless); E in eV; q and 2theta dimensionless
E     q        2theta    exact       integrated  WKB         Kemble
0.50  3.62263   9.42818  9.3776e-05  9.3776e-05  8.0426e-05  8.0419e-05
0.80  4.58230   3.39837  3.7518e-02  3.7518e-02  3.3428e-02  3.2346e-02
0.90  4.86026   1.65187  1.8269e-01  1.8269e-01  1.9169e-01  1.6086e-01
0.95  4.99345   0.81506  3.4043e-01  3.4043e-01  4.4261e-01  3.0681e-01
1.00  5.12317   0.00000  5.3834e-01  5.3834e-01  1.0000e+00  5.0000e-01
1.05  5.24968  -0.79493  7.2083e-01  7.2083e-01  1.0000e+00  6.8889e-01
1.10  5.37322  -1.57115  8.4875e-01  8.4875e-01  1.0000e+00  8.2795e-01
1.20  5.61215  -3.07236  9.6180e-01  9.6180e-01  1.0000e+00  9.5574e-01
T/T_WKB at 0.5 eV: integrated 1.16600, exp(2 pi (beta-s)) 1.16611
exact = Kemble at q* = 0.41448, E = 6.545 meV, T = 1.416e-13
exact = plain WKB at E = 0.88258 eV, 2theta = 1.94880, T = 0.14245
Kemble closer than WKB above E = 0.91710 eV, 2theta = 1.36309
At E = V0: a (nm), beta, exact T, 1/2 + pi/(16 beta)
0.3  1.53695  0.62831  0.62775
1.0  5.12317  0.53834  0.53833
3.0  15.36950  0.51278  0.51278
PASS
```
